# Brillouin-zone filling in free-electron aluminium

## Problem

Aluminium is a face-centred cubic metal with one atom per primitive cell and three valence electrons per atom. Treat these electrons as free, at zero temperature, and use the lattice only to sort their states into Brillouin zones. Let $a$ be the edge of the cubic cell. Measure wave vectors by $\mathbf q=\mathbf k a/2\pi$ and write $\mathbf g$ for reciprocal lattice vectors in the same units.

Let $n_j$ be the number of electrons per atom in zone $j$, and $p_j=2-n_j$ the number of holes there.

1. Find the shape of the first zone and its points farthest from the origin.
2. Find the radius $q_F$ of the Fermi sphere and decide whether the first zone is full. What is the smallest number of electrons per atom that would fill it?
3. Which higher zones are occupied? Find the balance of second-zone holes against electrons in the zones above it.
4. Estimate the content of the highest occupied zone.
5. A weak lattice potential has Fourier coefficients $V_{111}$ and $V_{200}$. Find the levels it produces at the zone corner, and say what becomes of the balance.
6. Evaluate the results for an aluminium interconnect at 373 K, with the assumed model inputs $a=0.405$ nm, $V_{111}=0.25$ eV, $V_{200}=0.75$ eV and resistivity $\rho=3.5\ \mu\Omega$ cm. Compare the energy margin at the zone corner with the effects that the free-electron model neglects.

## Solution

### 1. The first zone

The direct lattice contains $(a,0,0)$ and $(a/2)(0,1,1)$, with their permutations. The condition $\mathbf G\cdot\mathbf R=2\pi\times$ integer makes each component of $\mathbf g$ an integer, and makes the sum of any two components even. The components are therefore all even or all odd. The shortest nonzero vectors are the eight of type $(1,1,1)$ and the six of type $(2,0,0)$.

The primitive cell has volume $a^3/4$, so the zone has volume $(2\pi)^3/(a^3/4)=4(2\pi/a)^3$, which is 4 in the units of $\mathbf q$. A zone has one wave vector per primitive cell of the crystal. With two spins, a full zone holds 2 electrons per atom.

A point belongs to the first zone if no $\mathbf g$ is closer to it than the origin is. The condition $|\mathbf q|^2\le|\mathbf q-\mathbf g|^2$ gives

$$\mathbf q\cdot\mathbf g\le \tfrac12 g^2 .$$

For the two shortest types this reads

$$|q_i|\le 1,\qquad |q_x|+|q_y|+|q_z|\le\tfrac32 .$$

All other $\mathbf g$ add nothing. If the components are even, each $|g_i|$ is 0 or at least 2, so $|g_i|\le g_i^2/2$ and $\mathbf q\cdot\mathbf g\le\sum|g_i|\le g^2/2$. If they are odd, then

$$\mathbf q\cdot\mathbf g\le\sum|q_i|+\sum|q_i|(|g_i|-1)\le\tfrac32+\sum(|g_i|-1).$$

Since $|g_i|\ge1$, we have $|g_i|-1\le(|g_i|-1)(|g_i|+1)/2=(g_i^2-1)/2$. The right side is therefore at most $g^2/2$.

To find the farthest points, use the cubic symmetry to order the components as $x\ge y\ge z\ge0$. If $x<1/2$, then $q^2<3/4$. If $1/2\le x\le1$, then

$$q^2\le x^2+(y+z)^2\le x^2+\left(\tfrac32-x\right)^2=\tfrac54+2\left(x-\tfrac12\right)(x-1)\le\tfrac54 .$$

Equality requires $yz=0$, $y+z=3/2-x$, and $x=1/2$ or $x=1$. The first choice of $x$ would give $y=1>x$, against the ordering. The second gives

$$\mathbf q_W=(1,\tfrac12,0),\qquad |\mathbf q_W|=\frac{\sqrt5}{2}=1.11803 .$$

Permutations and signs produce $6\times4=24$ such points, the W corners.

### 2. The Fermi sphere

For $z_e$ electrons per atom, the sphere volume divided by the zone volume, times 2, must equal $z_e$:

$$z_e=\frac24\,\frac{4\pi}{3}q_F^3\quad\Rightarrow\quad q_F^3=\frac{3z_e}{2\pi}.$$

With $z_e=3$,

$$q_F=\left(\frac{9}{2\pi}\right)^{1/3}=1.12725 .$$

This exceeds $|\mathbf q_W|$ by 0.82 %. No point of the first zone is farther out than W, so the sphere encloses the whole zone and $n_1=2$.

The smallest filling that reaches the corners follows from $q_F=\sqrt5/2$:

$$z_c=\frac{2\pi}{3}\left(\frac{\sqrt5}{2}\right)^3=2.9270 .$$

Aluminium has only 0.073 electrons per atom more than this. The comparison does not depend on $a$: a uniform expansion shrinks the zone and the sphere by the same factor.

### 3. Higher zones and the carrier balance

States whose wave vectors differ by a reciprocal lattice vector share one reduced wave vector. The free-electron energy is proportional to $q^2$. The wave at $\mathbf q-\mathbf g$ therefore lies below the wave at $\mathbf q$ when

$$|\mathbf q-\mathbf g|^2<q^2\quad\Longleftrightarrow\quad\mathbf q\cdot\mathbf g>\tfrac12g^2 ,$$

which says that $\mathbf q$ lies beyond the plane bisecting $\mathbf g$. If $\mathbf q$ lies beyond $m$ such planes, $m$ waves with the same reduced wave vector have lower energy. The state then belongs to band, or zone, $m+1$.

A bisecting plane is at distance $|\mathbf g|/2$ from the origin. It can cut the sphere only if $g^2<4q_F^2=5.08$, which leaves the types $(1,1,1)$ and $(2,0,0)$. Take again $x\ge y\ge z\ge0$.

- Two planes of type $(2,0,0)$ would require $x>1$ and $y>1$, hence $q>\sqrt2>q_F$. At most one is passed.
- The planes of $(1,1,1)$ and $(1,1,-1)$ can both be passed. The next candidate, $(1,-1,1)$, requires $x-y+z>3/2$. Since $y\ge z$, this would imply $x>3/2>q_F$. The remaining sign choices give still smaller, or equal, scalar products and are excluded too.

At most three planes are passed, so no zone above the fourth is occupied.

The fourth zone is not empty. The corner $\mathbf q_W$ lies on the bisecting planes of

$$\mathbf g_1=(2,0,0),\quad \mathbf g_2=(1,1,1),\quad \mathbf g_3=(1,1,-1),$$

because $\mathbf q_W\cdot\mathbf g_i=g_i^2/2$ for each. A point $(1+\epsilon)\mathbf q_W$ with small positive $\epsilon$ is beyond all three planes and still inside the sphere.

Electron conservation now gives

$$2+n_2+n_3+n_4=3 .$$

Inserting $n_2=2-p_2$,

$$\boxed{p_2-n_3-n_4=1}$$

per atom. The simpler statement $p_2-n_3=1$ holds up to the small number $n_4$.

The same count for a general filling, with $n_1=2-p_1$ and no zone above the fourth occupied, is

$$p_1+p_2-n_3-n_4=4-z_e .$$

For $z_e=3$ the right side is 1 even if some first-zone states are empty. What the full first zone adds is $p_1=0$, so that the holes are all in the second zone. At $z_e=4$ the right side would vanish, which means equal numbers of holes and electrons, not the absence of both.

The balance is a signed count. It is not the number of electrons that respond to an electric field. For free electrons with relaxation time $\tau$, a steady field $\mathbf E$ gives every electron the mean velocity $-e\mathbf E\tau/m$. The conductivity is then $n_e e^2\tau/m$, where $n_e$ includes all three electrons per atom.

### 4. The fourth-zone pockets

Write $\mathbf q=\mathbf q_W+\mathbf d$. Lying beyond the three planes means $s_i=\mathbf g_i\cdot\mathbf d>0$. Lying inside the sphere means

$$q_W^2+2\mathbf q_W\cdot\mathbf d+d^2<q_F^2
\quad\Rightarrow\quad
\mathbf q_W\cdot\mathbf d+\tfrac12d^2<H,\qquad
H=\tfrac12\left(q_F^2-\tfrac54\right)=0.01035 .$$

Since $\mathbf q_W=(\mathbf g_1+\mathbf g_2+\mathbf g_3)/4$, the linear term is $(s_1+s_2+s_3)/4$. For small $H$ the term $d^2/2$ is of higher order. Without it the region is a tetrahedron, $s_i>0$ and $s_1+s_2+s_3<4H$, with volume $(4H)^3/6$ in the variables $s_i$. The determinant of the three $\mathbf g_i$ has magnitude 4, so the volume in $\mathbf q$ is

$$\frac14\,\frac{(4H)^3}{6}=\frac83H^3 .$$

There are 24 corners, and unit volume holds $2/4$ electron per atom. Hence

$$n_4\approx24\cdot\frac24\cdot\frac83H^3=32H^3=3.55\times10^{-5}.$$

The omitted term $d^2/2$ is positive and tightens the condition, so the true value is smaller. Integration over the sphere gives $3.41\times10^{-5}$, which is 4 % below the estimate.

The third zone holds far more. Its states lie outside the zone edges, where two bisecting planes meet. An edge midpoint such as $(\tfrac34,\tfrac34,0)$ or $(1,\tfrac14,\tfrac14)$ is at distance $\sqrt{9/8}=1.061$, so the sphere clears it by 0.067. At W the clearance is only 0.009. The third-zone region is thus a set of tubes along the edges, thick in the middle and thin at the corners.

### 5. A weak lattice potential at W

At W four plane waves have the same energy $E_W$: those at $\mathbf q_W$ and at $\mathbf q_W-\mathbf g_i$, namely

$$(1,\tfrac12,0),\quad(-1,\tfrac12,0),\quad(0,-\tfrac12,-1),\quad(0,-\tfrac12,1).$$

Take a local potential with real coefficients that depend only on the length of $\mathbf g$. The first two waves differ by a vector of type $(2,0,0)$, and so do the last two. Every other pair differs by a vector of type $(1,1,1)$. Relative to $E_W$, the Hamiltonian within these four waves is

$$\begin{pmatrix}
0&V_{200}&V_{111}&V_{111}\\
V_{200}&0&V_{111}&V_{111}\\
V_{111}&V_{111}&0&V_{200}\\
V_{111}&V_{111}&V_{200}&0
\end{pmatrix}.$$

Multiplication confirms the eigenvectors and their eigenvalues:

- $(1,-1,0,0)$ and $(0,0,1,-1)$ each give $-V_{200}$;
- $(1,1,-1,-1)$ gives $V_{200}-2V_{111}$;
- $(1,1,1,1)$ gives $V_{200}+2V_{111}$.

This is the leading order in the potential, since the coupling to all other plane waves is left out.

For positive coefficients the two lowest levels move down, which protects the filling of the first band at the corner. The highest level moves up. If it rises above the Fermi energy, the fourth-zone pocket at W disappears. When the first band is full everywhere and the fourth is empty everywhere, the count of section 3 becomes $p_2-n_3=1$ without a correction. If part of the first band were empty, $p_1$ would have to be added on the left side.

### 6. Numbers for aluminium

**Energies.** The Fermi wave vector is

$$k_F=\frac{2\pi}{a}q_F=\frac{2\pi\times1.12725}{0.405\ \text{nm}}=17.49\ \text{nm}^{-1}.$$

The energy unit is $E_0=(2\pi\hbar/a)^2/2m=9.170$ eV. Therefore

$$E_F=E_0q_F^2=11.652\ \text{eV},\qquad E_W=\tfrac54E_0=11.463\ \text{eV},$$

and the margin is $E_F-E_W=2HE_0=0.190$ eV, or 1.6 % of $E_F$.

**Free-electron contents.** The zone volumes were integrated along rays from the origin, each cut where it meets the bisecting planes. The result per atom is

$$n_1=2.00000,\quad n_2=0.94250,\quad n_3=0.05746,\quad p_2=1.05750 .$$

Thus $p_2-n_3-n_4=1.00000$. An independent count, of how many spheres centred on reciprocal lattice points cover each point of an $80\times80\times80$ mesh in a reciprocal cell, gives $n_2=0.9426$, $n_3=0.0575$ and a balance of 0.9999. With $4/a^3=6.021\times10^{22}$ atoms per cm³, the net hole density is $6.02\times10^{22}$ cm⁻³.

**Lattice potential.** The four-wave levels relative to $E_W$ are

$$-0.75,\quad-0.75,\quad+0.25,\quad+1.25\ \text{eV}.$$

These shifts exceed the margin of 0.190 eV, so the potential cannot be ignored at the corners. A calculation with 59 plane waves, on a mesh of spacing 1/40 in $q$, also lets the Fermi energy adjust to hold three electrons. It gives $E_F=11.52$ eV and levels at W of $-0.90$, $-0.89$, $+0.15$ and $+1.03$ eV relative to it. The four-wave model makes the lowest two equal. Symmetry keeps them equal in the complete set of plane waves. The map $S:(x,y,z)\to(z,-y,-x)$ carries the set of all waves $\mathbf q_W+\mathbf g$ onto itself and preserves lengths, so it leaves the Hamiltonian unchanged. It turns $(1,-1,0,0)$ into $(0,0,1,-1)$, and applied twice it reverses the sign of the state. The coupling to further waves preserves this behaviour under $S^2$. A single, nondegenerate state of a real symmetric Hamiltonian can be chosen real, so $S$ could only multiply it by $\pm1$, and $S^2$ would leave it unchanged. The level must therefore be double. The finite set of 59 waves is not carried onto itself by $S$, and this allows a small difference, 0.004 eV before the levels are rounded. In larger sets of waves that $S$ does carry onto themselves, the pair is exactly double at the lower of the two values, and the upper two levels move by only 0.002 eV. The mesh fixes $E_F$ to a few meV, so the levels relative to it are good to about 0.01 eV; the double level lies about 0.89 eV below $E_F$.

The first band lies below the Fermi energy and the fourth above it at all mesh points and at W. The contents are

$$n_1=2.000,\quad p_2=1.027,\quad n_3=0.027,\quad n_4=0.000,$$

so that $p_2-n_3=1.000$. The total of three electrons was imposed, so the information lies in the full first band and the empty fourth. On the same mesh without the potential, $n_3=0.056$. The potential thus halves the third-band population and removes the same number of second-band holes, leaving the balance unchanged.

The third level at W is a delicate matter. In the four-wave model, with $V_{200}$ and the margin held fixed, it meets the Fermi energy at $V_{111}=(0.75-0.19)/2=0.28$ eV, only 0.03 eV above the value used. The 59-wave calculation leaves more room: it places the level 0.15 eV above the Fermi energy, and $V_{111}$ would have to rise by roughly 0.1 eV to bring it down to the Fermi energy. Whether the third band is occupied at W thus depends on how well the potential is known.

**Temperature.** At 373 K, $k_BT=0.0321$ eV. With the chemical potential set equal to $E_F$, the empty fraction of a free-electron state at W is

$$\frac{1}{1+e^{0.190/0.0321}}=2.7\times10^{-3}.$$

The corners W have the highest energy in the first zone, so no state there has a larger empty fraction. This bounds $p_1$ by $2\times2.7\times10^{-3}=0.0054$ per atom, well above what is actually expected, since most of the zone lies much deeper.

**Scattering.** The free-electron conductivity gives

$$\tau=\frac{m}{n_ee^2\rho}=5.6\ \text{fs},\qquad \frac{\hbar}{\tau}=0.117\ \text{eV}.$$

If $\tau$ is also taken as a rough lifetime of the states near W, $\hbar/\tau$ is their energy broadening, about 60 % of the margin. For free electrons, the energy surfaces near W would then not be sharply defined on the scale that separates a just-enclosed corner from one just outside. With the model potential the comparison changes. The first band at W lies about 0.9 eV below the Fermi energy and the fourth 1.03 eV above it, some 8 and 9 times $\hbar/\tau$, so the full first band and the empty fourth are not blurred. Only the third level, 0.15 eV above the Fermi energy, is within reach of the broadening.

**The real metal.** The lattice constant and resistivity used here are assumed inputs, meant only to be roughly right for warm bulk aluminium. The free-electron energies scale as $1/a^2$, so a change of 1 % in $a$ changes the margin by only 2 %. Narrow interconnect lines have additional scattering at surfaces and grain boundaries. If this doubled the resistivity at fixed electron density, $\hbar/\tau$ would double to 0.23 eV and exceed the free-electron margin, though it would stay well below the 0.9 eV by which the model potential holds the first band under the Fermi energy. The assumption that fails first is that of free electrons at the corners: the model potential shifts levels there by up to about 1.1 eV in the 59-wave calculation and changes $n_3$ by about 0.03 per atom. The potential is itself a two-coefficient local model, without nonlocality, spin–orbit coupling or explicit many-body corrections. Within it, the pocket sizes change while the balance of one net hole per atom survives. The numerical output below lists the values used.

## Computed values

```
sphere radius qF (units 2pi/a): 1.12725
corner distance |W| (units 2pi/a): 1.11803
number of zone corners: 24
sphere passes W by: 0.82 %
filling that just reaches W: 2.9270 electrons/atom
Free electrons, ray integration, per atom:
  zone 1 electrons n1: 2.00000
  zone 2 electrons n2: 0.94250
  zone 2 holes p2: 1.05750
  zone 3 electrons n3: 0.05746
  zone 4 electrons n4: 3.41e-05
  p2 - n3 - n4: 1.00000
Free electrons, sphere-overlap mesh, per atom:
  n1, n2, n3: 2.0000, 0.9426, 0.0575
  total electrons: 3.0001
  p2 - n3 - n4: 0.9999
pocket parameter H (units (2pi/a)^2): 0.01035
estimate 32 H^3 of n4: 3.55e-05 per atom
lattice constant a (rough input): 0.405 nm
atom density: 6.021e+22 cm^-3
net hole density: 6.021e+22 cm^-3
Fermi wave vector kF: 17.49 nm^-1
energy unit (hbar 2pi/a)^2/2m: 9.170 eV
Fermi energy EF: 11.652 eV
free-electron energy at W: 11.463 eV
margin EF - EW: 0.190 eV
V111, V200 (rough inputs): 0.25, 0.75 eV
four-wave levels at W minus EW: -0.75, -0.75, +0.25, +1.25 eV
With lattice potential, 59 plane waves:
  Fermi energy: 11.52 eV
  levels at W minus Fermi energy: -0.90, -0.89, +0.15, +1.03 eV
  band 1 electrons: 2.000 per atom
  band 2 holes: 1.027 per atom
  band 3 electrons: 0.027 per atom
  band 4 electrons: 0.000 per atom
  band 2 holes - band 3 electrons: 1.000 per atom
  same mesh, no potential, band 3: 0.056 per atom
temperature (input): 373 K
thermal energy kT: 0.0321 eV
empty fraction at W, free electrons: 2.7e-03
resistivity (rough input): 3.5 uOhm cm
scattering time tau: 5.6 fs
broadening hbar/tau: 0.117 eV
```
